\section*{Ternary diffusion couple with a constant matrix: solution by eigenvectors}

\section*{The problem}

Two single-phase alloys of components 1, 2 and 3 are joined at the plane $x=0$ and annealed at constant temperature and pressure. The mole fractions are $X_1$, $X_2$ and $X_3=1-X_1-X_2$. The three partial molar volumes are equal and constant, so the molar volume $V_m$ is constant too. Fluxes are measured in the volume-fixed frame and multiplied by $V_m$; a flux $J_i$ then has the unit of a velocity, and $J_1+J_2+J_3=0$. Both alloys are thick enough to count as half-spaces.

Write $\mathbf X=(X_1,X_2)^T$, let $\mathbf M$ be the mean of the two end compositions, and let $\boldsymbol\Delta=\mathbf X(+\infty)-\mathbf X(-\infty)$ be the step. The initial state is
\begin{equation}
\mathbf X(x,0)=\mathbf M+\tfrac12\,\mathrm{sgn}(x)\,\boldsymbol\Delta .
\label{initial}
\end{equation}

The numerical example is a model ideal solution with round parameters: $\mathbf M=(0.25,0.25)^T$, so that $X_3=0.50$ at the mean, $\boldsymbol\Delta=(0,-0.04)^T$ and $t=10$ h $=36000$ s. The kinetic coefficients, defined in part (a), are $L_{11}=0.0020$, $L_{12}=L_{21}=0.0005$ and $L_{22}=0.0010\ \mu\mathrm{m}^2/\mathrm{s}$.

\section*{(a) The diffusion matrix}

\textit{Starting from the entropy production, express the matrix $D$ in $\mathbf J=-D\,\partial_x\mathbf X$ through kinetic and thermodynamic matrices. What do Onsager reciprocity and stability imply for its eigenvalues? Evaluate $D$ for the example.}

\medskip
\textbf{Solution.} Diffusion produces entropy at a rate $\sigma$ per volume given by $TV_m\sigma=-\sum_{i=1}^3J_i\,\partial_x\mu_i$. Inserting $J_3=-J_1-J_2$ leaves two independent fluxes and their conjugate forces:
\begin{equation}
TV_m\sigma=-\sum_{i=1}^{2}J_i\,\partial_x\tilde\mu_i,\qquad \tilde\mu_i=\mu_i-\mu_3 .
\end{equation}
The linear law is $J_i=-\sum_jL_{ij}\,\partial_x(\tilde\mu_j/RT)$. Reciprocity makes $L$ symmetric. We take $\sigma>0$ for every nonzero force, which makes $L$ positive definite.

For the molar Gibbs energy $g$, $dg=\sum_{i=1}^3\mu_i\,dX_i$ with $dX_3=-dX_1-dX_2$, hence $\tilde\mu_i=\partial g/\partial X_i$. The chain rule gives
\begin{equation}
\partial_x\frac{\tilde\mu_j}{RT}=\sum_kG_{jk}\,\partial_xX_k,\quad
G_{jk}=\frac{1}{RT}\frac{\partial^2g}{\partial X_j\partial X_k},
\quad\text{so}\quad D=LG .
\end{equation}
$G$ is symmetric as a matrix of second derivatives, and positive definite inside the region where the solution is stable.

The product $LG$ is in general not symmetric, but it is similar to a symmetric matrix:
\begin{equation}
L^{-1/2}DL^{1/2}=L^{1/2}GL^{1/2}\equiv S .
\end{equation}
For $\mathbf w\neq0$, $\mathbf w^TS\mathbf w=(L^{1/2}\mathbf w)^TG(L^{1/2}\mathbf w)>0$. Thus $S$, and with it $D$, has real positive eigenvalues and a complete set of eigenvectors. Reciprocity matters here. With $G=I$ and, in arbitrary units, $L=\begin{pmatrix}1&2\\-2&1\end{pmatrix}$, entropy production is still positive, because $\mathbf w^TL\mathbf w=|\mathbf w|^2$, but the eigenvalues are $1\pm2i$.

For an ideal solution $g/RT$ is $\sum_{i=1}^3X_i\ln X_i$ plus terms linear in composition. Its first derivatives are $\ln X_i-\ln X_3$ plus constants, and
\begin{equation}
G_{ij}=\frac{\delta_{ij}}{X_i}+\frac1{X_3}.
\end{equation}
At the mean composition $G_{11}=G_{22}=4+2=6$ and $G_{12}=2$. In $\mu\mathrm{m}^2/\mathrm{s}$,
\begin{align}
D_{11}&=0.0020\cdot6+0.0005\cdot2=0.0130, & D_{12}&=0.0020\cdot2+0.0005\cdot6=0.0070,\nonumber\\
D_{21}&=0.0005\cdot6+0.0010\cdot2=0.0050, & D_{22}&=0.0005\cdot2+0.0010\cdot6=0.0070.\nonumber
\end{align}
From here on $D$ is held at this value throughout the couple; part (g) examines that assumption.

\section*{(b) Decoupling}

\textit{Find the eigenvalues of $D$, reduce the diffusion equations to independent scalar equations, and solve these for the initial step. Take the eigenvalues as distinct, $\lambda_1>\lambda_2>0$.}

\medskip
\textbf{Solution.} Conservation requires $\partial_t\mathbf X=-\partial_x\mathbf J$. Since $D$ is constant, the deviation $\mathbf Y=\mathbf X-\mathbf M$ obeys
\begin{equation}
\partial_t\mathbf Y=D\,\partial_x^2\mathbf Y .
\label{pde}
\end{equation}
The condition $\det(D-\lambda I)=\lambda^2-(D_{11}+D_{22})\lambda+D_{11}D_{22}-D_{12}D_{21}=0$ gives
\begin{equation}
\lambda_{1,2}=\tfrac12\left[D_{11}+D_{22}\pm\sqrt{(D_{11}-D_{22})^2+4D_{12}D_{21}}\right].
\end{equation}
In the example the square root is $\sqrt{3.6\times10^{-5}+1.4\times10^{-4}}=0.013266$, so
\begin{equation}
\lambda_1=0.016633,\qquad \lambda_2=0.003367\ \mu\mathrm{m}^2/\mathrm{s},
\end{equation}
or $1.66\times10^{-14}$ and $3.37\times10^{-15}\ \mathrm{m}^2/\mathrm{s}$. Neither is a diagonal element of $D$: each belongs to a combination of components.

Let $D\mathbf v_k=\lambda_k\mathbf v_k$ and expand $\mathbf Y=\sum_ka_k(x,t)\mathbf v_k$, $\boldsymbol\Delta=\sum_k\delta_k\mathbf v_k$. Equation (\ref{pde}) becomes $\sum_k(\partial_ta_k-\lambda_k\partial_x^2a_k)\mathbf v_k=0$. The eigenvectors are linearly independent, so each bracket vanishes:
\begin{equation}
\partial_ta_k=\lambda_k\,\partial_x^2a_k,\qquad a_k(x,0)=\tfrac12\delta_k\,\mathrm{sgn}(x).
\end{equation}

This problem is unchanged when $x$ is multiplied by $s>0$ and $t$ by $s^2$. Its bounded solution is unique and must share this property, so it depends on $x/\sqrt t$ alone. Put $a_k=f(u_k)$ with
\begin{equation}
u_k=\frac{x}{2\sqrt{\lambda_kt}},\qquad
\partial_ta_k=-\frac{u_k}{2t}f',\qquad
\partial_x^2a_k=\frac{1}{4\lambda_kt}f'' .
\end{equation}
Multiplying the diffusion equation by $4t$ gives $f''+2u_kf'=0$. Hence $f'=C\,e^{-u_k^2}$ and $f=B+\tfrac{\sqrt\pi}{2}C\,\mathrm{erf}(u_k)$. As $t\to0$, $u_k\to\pm\infty$ on the two sides, where $f$ must equal $\pm\delta_k/2$. This fixes $B=0$ and $C=\delta_k/\sqrt\pi$:
\begin{equation}
a_k=\tfrac12\delta_k\,\mathrm{erf}(u_k).
\label{mode}
\end{equation}

\section*{(c) The component profiles}

\textit{Return to mole fractions and write every coefficient in terms of $D$, its eigenvalues and $\boldsymbol\Delta$. Evaluate the profiles of the example.}

\medskip
\textbf{Solution.} From (\ref{mode}), $\mathbf Y=\tfrac12\sum_k\delta_k\mathbf v_k\,\mathrm{erf}(u_k)$. The vectors $\delta_k\mathbf v_k$ follow without computing eigenvectors. Acting on $\boldsymbol\Delta=\delta_1\mathbf v_1+\delta_2\mathbf v_2$, the matrix $D-\lambda_2I$ removes the second term and multiplies the first by $\lambda_1-\lambda_2$; $\lambda_1I-D$ does the reverse. With
\begin{equation}
P_1=\frac{D-\lambda_2I}{\lambda_1-\lambda_2},\qquad
P_2=\frac{\lambda_1I-D}{\lambda_1-\lambda_2},
\end{equation}
we have $P_k\boldsymbol\Delta=\delta_k\mathbf v_k$, and therefore
\begin{equation}
\mathbf X(x,t)=\mathbf M+\tfrac12P_1\boldsymbol\Delta\,\mathrm{erf}(u_1)+\tfrac12P_2\boldsymbol\Delta\,\mathrm{erf}(u_2).
\label{result}
\end{equation}
By components, $X_i=M_i+A_{i1}\,\mathrm{erf}(u_1)+A_{i2}\,\mathrm{erf}(u_2)$ with
\begin{align}
A_{11}&=\frac{(D_{11}-\lambda_2)\Delta_1+D_{12}\Delta_2}{2(\lambda_1-\lambda_2)}, &
A_{12}&=\frac{(\lambda_1-D_{11})\Delta_1-D_{12}\Delta_2}{2(\lambda_1-\lambda_2)},\nonumber\\
A_{21}&=\frac{D_{21}\Delta_1+(D_{22}-\lambda_2)\Delta_2}{2(\lambda_1-\lambda_2)}, &
A_{22}&=\frac{-D_{21}\Delta_1+(\lambda_1-D_{22})\Delta_2}{2(\lambda_1-\lambda_2)}.
\end{align}
In each row $A_{i1}+A_{i2}=\Delta_i/2$, as the end compositions require. The coefficients of $X_3$ are $-(A_{1k}+A_{2k})$.

In the example $2(\lambda_1-\lambda_2)=0.026532$, and
\begin{align}
A_{11}&=-A_{12}=\frac{0.0070(-0.04)}{0.026532}=-0.01055,\nonumber\\
A_{21}&=\frac{(0.0070-0.003367)(-0.04)}{0.026532}=-0.00548,\nonumber\\
A_{22}&=\frac{(0.016633-0.0070)(-0.04)}{0.026532}=-0.01452.\nonumber
\end{align}
The lengths $2\sqrt{\lambda_kt}$ are 48.9 and 22.0 $\mu$m. At $x=20\ \mu$m the error functions are 0.4367 and 0.8011, hence
\begin{align}
X_1&=0.25+0.01055\,(0.8011-0.4367)=0.2538,\nonumber\\
X_2&=0.25-0.00548\cdot0.4367-0.01452\cdot0.8011=0.2360,\nonumber
\end{align}
and $X_3=0.5102$.

A road that avoids eigenvectors confirms this. Since $\tfrac12\mathrm{sgn}(x)=\pi^{-1}\int_0^\infty k^{-1}\sin(kx)\,dk$, and (\ref{pde}) multiplies each sine by the matrix $e^{-Dk^2t}$,
\begin{equation}
\mathbf Y=\frac1\pi\int_0^\infty\frac{\sin kx}{k}\,e^{-Dk^2t}\boldsymbol\Delta\,dk .
\end{equation}
Evaluated numerically for this couple between $-100$ and $100\ \mu$m, the integral agrees with (\ref{result}) to rounding error. A direct solution of the coupled conservation laws on 1 $\mu$m cells differs by at most $4.1\times10^{-6}$ in mole fraction.

\section*{(d) Special steps and repeated eigenvalues}

\textit{When does one error function suffice? How does the composition path approach its ends? What replaces the solution if $D$ lacks a second eigenvector?}

\medskip
\textbf{Solution.} If $\boldsymbol\Delta$ is parallel to $\mathbf v_1$, then $P_2\boldsymbol\Delta=0$ and only $\mathrm{erf}(u_1)$ remains; the same holds with 1 and 2 exchanged. Both deviations are then proportional to one function, and the path in the $(X_1,X_2)$ plane is straight. For $D_{12}\neq0$ the first row of $D\mathbf v_k=\lambda_k\mathbf v_k$ gives the slope $(\lambda_k-D_{11})/D_{12}$, here 0.519 for the fast direction and $-1.376$ for the slow one.

For a general step the path is curved. Far from the interface $1-\mathrm{erf}(u_2)$ is negligible beside $1-\mathrm{erf}(u_1)$, so if $P_1\boldsymbol\Delta\neq0$ the path enters the end compositions along the fast direction. At $x=40\ \mu$m the example still lacks $-0.0025$ in $X_1$ and $-0.0015$ in $X_2$ from the right-hand alloy, a ratio of 0.60 that is already near 0.519.

If the eigenvalues coincide and part (a) applies, the symmetric matrix $S$ equals $\lambda I$, so $D=\lambda I$ and each component follows the same single error function. A matrix outside that class, such as $D=\begin{pmatrix}d&b\\0&d\end{pmatrix}$ with $b\ne0$, has one eigenvector only. Then $Y_2=\tfrac12\Delta_2\,\mathrm{erf}(u)$, $u=x/(2\sqrt{dt})$, and
\begin{equation}
\partial_tY_1=d\,\partial_x^2Y_1+b\,\partial_x^2Y_2 .
\end{equation}
The function $w=bt\,\partial_x^2Y_2$ satisfies this equation, because $\partial_tw-d\,\partial_x^2w=b\,\partial_x^2Y_2+bt\,\partial_x^2(\partial_tY_2-d\,\partial_x^2Y_2)$ and the last bracket is zero. It also vanishes as $t\to0$ at every $x\neq0$. Adding the solution of the homogeneous equation for the step $\Delta_1$,
\begin{equation}
Y_1=\tfrac12\Delta_1\,\mathrm{erf}(u)-\frac{b\Delta_2}{2d\sqrt\pi}\,u\,e^{-u^2}.
\end{equation}
The additional term is not an error function, so (\ref{result}) does require a diagonalizable $D$.

\section*{(e) A component without an initial step}

\textit{Let $\Delta_1=0$, with $D_{12}\Delta_2\neq0$. Where are the extrema of $X_1$, and how do they change with time?}

\medskip
\textbf{Solution.} The coefficients in (c) reduce to
\begin{equation}
X_1-M_1=\frac{D_{12}\Delta_2}{2(\lambda_1-\lambda_2)}\left[\mathrm{erf}(u_1)-\mathrm{erf}(u_2)\right].
\label{bump}
\end{equation}
Because $\partial_x\mathrm{erf}(u_k)=e^{-x^2/4\lambda_kt}/\sqrt{\pi\lambda_kt}$, the slope vanishes where
\begin{equation}
\frac{e^{-x^2/4\lambda_1t}}{\sqrt{\lambda_1}}=\frac{e^{-x^2/4\lambda_2t}}{\sqrt{\lambda_2}}
\;\Rightarrow\;
\frac{x^2}{4t}\,\frac{\lambda_1-\lambda_2}{\lambda_1\lambda_2}=\frac12\ln\frac{\lambda_1}{\lambda_2},
\end{equation}
after taking logarithms. The extrema are at $\pm x_*$ with
\begin{equation}
x_*^2=\frac{2t\lambda_1\lambda_2}{\lambda_1-\lambda_2}\ln\frac{\lambda_1}{\lambda_2}.
\end{equation}
With $\lambda_1\lambda_2=\det D=5.6\times10^{-5}\ \mu\mathrm{m}^4/\mathrm{s}^2$ and $\ln(\lambda_1/\lambda_2)=1.597$, $x_*^2=485\ \mu\mathrm{m}^2$ and $x_*=22.0\ \mu$m. $X_1$ has a maximum of 0.2539 on the right and a minimum of 0.2461 on the left. The cell solution has its maximum at 22.02 $\mu$m, also with $X_1=0.2539$.

The positions move as $\sqrt t$, but $u_1$ and $u_2$ at $x_*$ depend on $\lambda_1/\lambda_2$ alone. The height is therefore constant until diffusion reaches the outer ends of the specimen. For $\lambda_2\ll\lambda_1$, at fixed $D_{12}\Delta_2/\lambda_1$, the extremum has $u_1\to0$ and $u_2\to\infty$, and the height tends to $|D_{12}\Delta_2|/(2\lambda_1)$. In the opposite limit $\lambda_1\to\lambda_2=\lambda$, $x_*^2\to2\lambda t$, which is where $u\,e^{-u^2}$ in part (d) has its extremum.

\section*{(f) Transport through the initial interface}

\textit{Find the amount $\mathbf Q=\int_0^t\mathbf J(0,t')\,dt'$ that has crossed $x=0$ towards positive $x$. Interpret the sign for component 1.}

\medskip
\textbf{Solution.} Differentiate (\ref{result}) at $x=0$ and use $DP_k=\lambda_kP_k$:
\begin{equation}
\mathbf J(0,t)=-D\sum_k\frac{P_k\boldsymbol\Delta}{2\sqrt{\pi\lambda_kt}}
=-\frac{1}{2\sqrt{\pi t}}\sum_k\sqrt{\lambda_k}\,P_k\boldsymbol\Delta .
\end{equation}
The matrix $\sum_k\sqrt{\lambda_k}P_k$ multiplies $\mathbf v_k$ by $\sqrt{\lambda_k}$; it is the positive square root $D^{1/2}$. Since $\int_0^tdt'/(2\sqrt{t'})=\sqrt t$,
\begin{equation}
\mathbf Q=-\sqrt{\frac t\pi}\,D^{1/2}\boldsymbol\Delta,\qquad
D^{1/2}=\frac{D+\sqrt{\det D}\,I}{\sqrt{\lambda_1}+\sqrt{\lambda_2}} .
\end{equation}
The second formula is verified on an eigenvector: $(\lambda_1+\sqrt{\lambda_1\lambda_2})/(\sqrt{\lambda_1}+\sqrt{\lambda_2})=\sqrt{\lambda_1}$, and likewise for $\lambda_2$.

In the example $\sqrt{t/\pi}=107.0\ \mathrm{s}^{1/2}$, and the second column of $D^{1/2}$ is $(0.03743,0.07745)\ \mu\mathrm{m}/\mathrm{s}^{1/2}$. Thus $Q_1=107.0\cdot0.03743\cdot0.04=0.160\ \mu$m and $Q_2=0.332\ \mu$m; division by $V_m$ gives moles per area. The cell solution gives the same values to three digits. Component 3 moves the other way, $Q_3=-0.492\ \mu$m.

At $x=0$ the profile coefficients give $\partial_xX_1=2.98\times10^{-4}$ and $\partial_xX_2=-8.71\times10^{-4}\ \mu\mathrm{m}^{-1}$ at 10 h. Hence
\begin{equation}
J_1=-0.0130\cdot2.98\times10^{-4}+0.0070\cdot8.71\times10^{-4}
\approx2.2\times10^{-6}\ \mu\mathrm{m}/\mathrm{s}.
\end{equation}
Component 1 flows to the right although $X_1$ rises to the right: the cross term outweighs the direct one. In this ideal model $\mu_1$ rises with $X_1$, so component 1 also moves up its own chemical potential; uphill diffusion in non-ideal alloys can instead come from thermodynamic interactions, with the component moving down its chemical potential, a case the example does not represent. This uphill diffusion is compatible with the second law, since the total $TV_m\sigma=RT\,\mathbf F^TL\,\mathbf F$, with $\mathbf F=G\,\partial_x\mathbf X$, is positive whatever the sign of one component's flux relative to its gradient.

\section*{(g) How constant is the matrix?}

\textit{Estimate how the error of a constant $D$ depends on the size of the step, and judge the example against real couples.}

\medskip
\textbf{Solution.} For a smooth $D(\mathbf X)$ write $D=D(\mathbf M)+D'[\mathbf Y]+\dots$, where $D'[\mathbf Y]$ is linear in $\mathbf Y$. The neglected term in the diffusion equation is $\partial_x(D'[\mathbf Y]\,\partial_x\mathbf Y)$. As $\mathbf Y$ is proportional to the step size, this source, and the leading profile error it causes, are quadratic in it.

A numerical solution in which $L$ is held constant while $G$ follows the local composition shows the size. Its largest departure from the constant-$D$ solution on the same cells is $1.64\times10^{-4}$ for the full step and $4.10\times10^{-5}$ for half the step, a ratio of 4.01. These are maxima over both mole fractions and all cells. The full-step value is 0.4\% of the step in $X_2$. The error in $X_1$ cannot exceed it, and so is at most about 4\% of the height 0.0039 of the extremum in $X_1$.

Eigenvalues of $10^{-15}$ to $10^{-14}\ \mathrm{m}^2/\mathrm{s}$ are of a size met in substitutional alloys at high temperature. The matrix itself is a limiting case: in Darken's picture of an ideal substitutional alloy, $D_{ij}=\delta_{ij}D_i^*+X_i(D_3^*-D_j^*)$, it corresponds to tracer coefficients $D_1^*=0.008$, $D_2^*=0$ and $D_3^*=0.028\ \mu\mathrm{m}^2/\mathrm{s}$, that is, to component 2 immobile on the lattice. The step of 0.04 is small; couples are also made with steps of 0.2 or more. Extrapolating the quadratic law to 0.2 multiplies the error by 25, to about 0.004, or 2\% of the step. This is a rough estimate for this model with constant $L$. In real alloys $L$ varies with composition as well, and the error can be much larger: doubling an eigenvalue increases its diffusion length by 41\%. Unequal partial molar volumes, pores and a second phase also lie outside the solution. The half-space assumption needs each alloy to be much thicker than $2\sqrt{\lambda_1t}$, here 49 $\mu$m; at 80 $\mu$m the fast error function is still 2\% short of its limit. The profiles at further positions are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
mean composition X1, X2, X3: 0.25 0.25 0.50
step (right minus left) in X1, X2: 0.00 -0.04
time: 36000 s = 10 h
L11, L12, L22: 0.0020 0.0005 0.0010 um^2/s
G11, G12, G22: 6.000 2.000 6.000 (dimensionless)
D11, D12: 0.0130 0.0070 um^2/s
D21, D22: 0.0050 0.0070 um^2/s
trace D: 0.0200 um^2/s
det D: 5.6000e-05 um^4/s^2
eigenvalue difference: 0.013266 um^2/s
eigenvalue 1: 0.016633 um^2/s = 1.6633e-14 m^2/s
  eigenvector ratio dX2/dX1: 0.5190
  length 2 sqrt(lambda t): 48.941 um
eigenvalue 2: 0.003367 um^2/s = 3.3668e-15 m^2/s
  eigenvector ratio dX2/dX1: -1.3762
  length 2 sqrt(lambda t): 22.018 um
X1 coefficients of erf(u1), erf(u2): -0.010553 0.010553
X2 coefficients of erf(u1), erf(u2): -0.005477 -0.014523
X3 coefficients of erf(u1), erf(u2): 0.016030 0.003970
x/um, erf(u1), erf(u2), X1, X2, X3:
 -80 -0.97921 -1.00000 0.24978 0.26989 0.48033
 -40 -0.75226 -0.98980 0.24749 0.26849 0.48401
 -20 -0.43669 -0.80106 0.24615 0.26403 0.48982
 -10 -0.22739 -0.47931 0.24734 0.25821 0.49445
   0  0.00000  0.00000 0.25000 0.25000 0.50000
  10  0.22739  0.47931 0.25266 0.24179 0.50555
  20  0.43669  0.80106 0.25385 0.23597 0.51018
  40  0.75226  0.98980 0.25251 0.23151 0.51599
  80  0.97921  1.00000 0.25022 0.23011 0.51967
X1 maximum at x = 22.034 um, value 0.253876
X1 minimum at x = -22.034 um, value 0.246124
finite-volume X1 maximum at x = 22.023 um, value 0.253875
sqrt(D) row 1: 0.10954 0.03743 um/s^0.5
sqrt(D) row 2: 0.02674 0.07745 um/s^0.5
crossed x=0, components 1, 2: 0.16029 0.33165 um (fraction x um)
same, finite volume: 0.16033 0.33154 um
largest formula-Fourier difference: 1.9e-17 (mole fraction)
largest formula-finite-volume difference: 4.1e-06 (mole fraction)
constant-D error, full step: 1.64e-04 (mole fraction)
constant-D error, half step: 4.10e-05 (mole fraction)
ratio of these errors: 4.006
\end{verbatim}
